# First-order change in a thermal density matrix at fixed mean number: a program that tests the result

```python
# Result under test. Spinless independent fermions, H(lam) = H0 + lam*V (3x3 Hermitian),
# rho(lam) = [1 + exp(beta (H - mu))]^(-1), beta = 1/kT, mu(lam) fixed by Tr rho = N.
# In the eigenbasis of H0 (levels eps_n, occupations f_n, slopes fp_n = -beta f_n (1-f_n)):
#   rho1_nm = d rho_nm/d lam = D_nm (V_nm - mu1 delta_nm),
#   mu1 = d mu/d lam = sum fp_n V_nn / sum fp_n,
#   D_nm = (f_n - f_m)/(eps_n - eps_m), or fp_n when eps_n = eps_m.
# Free energy A = Tr(rho H) - kT S obeys A' = Tr(rho0 V), A'' = Tr(rho1 V) <= 0.
# Energies in eV, lam dimensionless. References: finite differences of the definition.
import numpy as np
import sympy as sp
from scipy.linalg import expm, expm_frechet
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import k as k_B, e as q_e

I3 = np.eye(3)
norm = np.linalg.norm

def solve_expm(H, kT, N, mu=None):
    """Definition by matrix exponential and inverse; mu is solved for unless given."""
    W = expm(H / kT)
    rho = lambda m: np.linalg.inv(I3 + np.exp(-m / kT) * W)
    if mu is None:
        mu = brentq(lambda m: np.trace(rho(m)).real - N, -2, 2, xtol=1e-15, rtol=1e-15)
    return mu, rho(mu)

def solve_eigh(H, kT, N, mu=None):
    """Definition by diagonalization (well conditioned at low kT)."""
    ev, U = np.linalg.eigh(H)
    if mu is None:
        mu = brentq(lambda m: expit((m - ev) / kT).sum() - N, -2, 2, xtol=1e-15, rtol=1e-15)
    return mu, (U * expit((mu - ev) / kT)) @ U.conj().T

def central(solver, H0, V, kT, N, h, mu=None):
    mp, rp = solver(H0 + h * V, kT, N, mu)
    mm, rm = solver(H0 - h * V, kT, N, mu)
    return (mp - mm) / (2 * h), (rp - rm) / (2 * h)

def formula(H0, V, kT, N):
    ev, U = np.linalg.eigh(H0)
    mu0 = solve_eigh(H0, kT, N)[0]
    f = expit((mu0 - ev) / kT)
    fp = -f * expit((ev - mu0) / kT) / kT
    Ve = U.conj().T @ V @ U
    mu1 = (fp * Ve.diagonal().real).sum() / fp.sum()
    D = np.array([[fp[n] if abs(ev[n] - ev[m]) < 1e-9 else (f[n] - f[m]) / (ev[n] - ev[m])
                   for m in range(3)] for n in range(3)])
    return mu0, f, fp, D, mu1, U @ (D * (Ve - mu1 * I3)) @ U.conj().T

def free_energy(H, kT, N):
    rho = solve_expm(H, kT, N)[1]
    occ = np.linalg.eigvalsh((rho + rho.conj().T) / 2)
    S = -(occ * np.log(occ) + (1 - occ) * np.log(1 - occ)).sum()
    return np.trace(rho @ H).real - kT * S

row = lambda a, d=5: " ".join(f"{x:.{d}f}" for x in a)
cx = lambda z, d=6: f"{z.real:.{d}f}{z.imag:+.{d}f}i"

# Symbolic identities: Fermi function and derivative of a matrix power
x, y, b, lam = sp.symbols("x y b lam", real=True)
F = lambda t: 1 / (sp.exp(b * t) + 1)
assert sp.simplify(sp.diff(F(x), x) + b * F(x) * (1 - F(x))) == 0
assert sp.simplify(F(x) - F(y) - F(x) * F(y) * (sp.exp(b * y) - sp.exp(b * x))) == 0
assert sp.simplify(sp.exp(b * x) * F(x) ** 2 - F(x) * (1 - F(x))) == 0
xs = sp.symbols("x0:3")
Vs = sp.Matrix(3, 3, sp.symbols("v0:9"))
Ks = sp.diag(*xs) + lam * Vs
Pw = sp.eye(3)
for p in range(1, 5):
    Pw = (Pw * Ks).expand()
    dP = Pw.diff(lam).subs(lam, 0)
    for n in range(3):
        for m in range(3):
            if n == m:
                assert sp.expand(dP[n, n] - p * xs[n] ** (p - 1) * Vs[n, n]) == 0
            else:
                assert sp.expand(dP[n, m] * (xs[n] - xs[m])
                                 - Vs[n, m] * (xs[n] ** p - xs[m] ** p)) == 0

# Worked example
eps = np.array([-0.20, 0.0, 0.30]); kT = 0.10; N = 1.5
H0 = np.diag(eps).astype(complex)
V = np.array([[0.10, 0.05, 0.03j], [0.05, 0.04, 0.04], [-0.03j, 0.04, -0.02]])
Vd = V.diagonal().real
mu0, f, fp, D, mu1, rho1 = formula(H0, V, kT, N)
mu0_ref, rho0 = solve_expm(H0, kT, N)
assert abs(mu0 - mu0_ref) < 1e-12 and norm(rho0 - np.diag(f)) < 1e-12
hs = 1e-3
mu1_fd, rho1_fd = central(solve_expm, H0, V, kT, N, hs)
assert abs(mu1 - mu1_fd) < 1e-7 and norm(rho1 - rho1_fd) < 1e-6   # O(h^2) truncation
assert abs(np.trace(rho1)) < 1e-13
assert norm(H0 @ rho1_fd - rho1_fd @ H0 + V @ rho0 - rho0 @ V) < 1e-6

# dN/dmu
dm = 1e-5
dNdmu = np.trace(solve_expm(H0, kT, N, mu0 + dm)[1] - solve_expm(H0, kT, N, mu0 - dm)[1]).real / (2 * dm)
assert abs(dNdmu + fp.sum()) < 1e-7 and dNdmu > 0

# Derivative of the exponential and of the inverse
K1 = V - mu1 * I3
E0, E1 = expm_frechet((H0 - mu0 * I3) / kT, K1 / kT)
en = np.exp((eps - mu0) / kT)
dd = np.array([[en[n] / kT if n == m else (en[n] - en[m]) / (eps[n] - eps[m])
                for m in range(3)] for n in range(3)])
assert norm(E1 - dd * K1) < 1e-11
assert norm(-rho0 @ E1 @ rho0 - rho1_fd) < 1e-6

# Fixed mu: number changes, only the diagonal differs
rho1_fixmu = central(solve_expm, H0, V, kT, N, hs, mu=mu0)[1]
assert norm(rho1_fixmu.diagonal().real - fp * Vd) < 1e-6
dN_fix = (fp * Vd).sum()
assert abs(np.trace(rho1_fixmu).real - dN_fix) < 1e-6 and abs(dN_fix) > 0.1
diff = rho1_fixmu - rho1_fd
assert norm(diff - np.diag(diff.diagonal())) < 1e-6

# Eigenvalue and projector form
hp = 1e-4
(ep, Up), (em, Um) = np.linalg.eigh(H0 + hp * V), np.linalg.eigh(H0 - hp * V)
assert norm((ep - em) / (2 * hp) - Vd) < 1e-8
acc = np.diag(fp * (Vd - mu1)).astype(complex)
for n in range(3):
    ket1 = np.array([0 if m == n else V[m, n] / (eps[n] - eps[m]) for m in range(3)])
    dPn = np.outer(ket1, I3[n]) + np.outer(I3[n], ket1.conj())
    dP_fd = (np.outer(Up[:, n], Up[:, n].conj()) - np.outer(Um[:, n], Um[:, n].conj())) / (2 * hp)
    assert norm(dPn - dP_fd) < 1e-7
    acc += f[n] * dPn
assert norm(acc - rho1_fd) < 1e-6

# Constant shift of the perturbation
c = 0.05
mu1_c, rho1_c = central(solve_expm, H0, V + c * I3, kT, N, hs)
assert abs(mu1_c - mu1 - c) < 1e-7 and norm(rho1_c - rho1) < 1e-6

# Free energy derivatives
ha = 2e-3
Ap, A0, Am = (free_energy(H0 + s * ha * V, kT, N) for s in (1, 0, -1))
A1_fd, A2_fd = (Ap - Am) / (2 * ha), (Ap - 2 * A0 + Am) / ha ** 2
A1 = (f * Vd).sum()
off = D * abs(V) ** 2
A2_off = off.sum() - np.trace(off)
A2_diag = (fp * (Vd - mu1) ** 2).sum()
assert abs(A1 - A1_fd) < 1e-7 and abs(A2_off + A2_diag - A2_fd) < 1e-7 and A2_fd < 0
assert abs(np.trace(rho1_fd @ V).real - A2_fd) < 1e-6

# Convergence order
steps = [0.1, 0.05, 0.025]
fds = [central(solve_expm, H0, V, kT, N, h) for h in steps]
errs = [norm(r - rho1) for _, r in fds]
ratios = [errs[0] / errs[1], errs[1] / errs[2]]
assert all(3.9 < r < 4.1 for r in ratios)

# Random complex matrices in a non-diagonal basis
rng = np.random.default_rng(1)
def herm(s):
    M = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    return s * (M + M.conj().T) / 2
worst = 0.0
for _ in range(30):
    Hr, Vr, Nr = herm(0.1), herm(0.05), rng.uniform(0.5, 2.5)
    out = formula(Hr, Vr, kT, Nr)
    m_fd, r_fd = central(solve_expm, Hr, Vr, kT, Nr, 1e-4)
    worst = max(worst, abs(out[4] - m_fd), norm(out[5] - r_fd))
assert worst < 1e-6

# Degenerate pair
eps_d = np.array([-0.20, 0.10, 0.10]); Hd = np.diag(eps_d).astype(complex)
mu0_d, f_d, fp_d, _, mu1_d, rho1_d = formula(Hd, V, kT, N)
mu1_dfd, rho1_dfd = central(solve_expm, Hd, V, kT, N, hs)
assert abs(mu1_d - mu1_dfd) < 1e-7 and norm(rho1_d - rho1_dfd) < 1e-6
assert abs(rho1_dfd[1, 2] - fp_d[1] * V[1, 2]) < 1e-6 and abs(rho1_dfd[1, 2]) > 0.05

# Low temperature
kL, hl = 0.01, 1e-4
g = formula(H0, V, kL, 1.0)
g_mu, g_rho = central(solve_eigh, H0, V, kL, 1.0, hl)
assert abs(g[4] - g_mu) < 1e-8 and norm(g[5] - g_rho) < 1e-7
assert abs(g_mu - (Vd[0] + Vd[1]) / 2) < 1e-8
asym = -np.exp(-(eps[1] - eps[0]) / (2 * kL)) / kL * (Vd[0] - Vd[1]) / 2
assert abs(g_rho[0, 0].real / asym - 1) < 1e-3      # relative correction ~ 2 exp(-beta gap/2)
pn = formula(H0, V, kL, 1.5)
p_mu, p_rho = central(solve_eigh, H0, V, kL, 1.5, hl)
p_fix = central(solve_eigh, H0, V, kL, 1.5, hl, mu=pn[0])[1]
assert abs(pn[4] - p_mu) < 1e-8 and norm(pn[5] - p_rho) < 1e-7
assert abs(p_mu - Vd[1]) < 1e-7 and abs(p_rho.diagonal()).max() < 1e-6
assert abs(p_fix[1, 1].real + Vd[1] / (4 * kL)) < 1e-5

print("eps (eV):", row(eps, 2))
print(f"kT = {kT:.2f} eV = {kT * q_e / k_B:.1f} K, beta = {1 / kT:.1f} 1/eV, N = {N}")
print("V11 V22 V33 (eV):", row(Vd, 2))
print("V12 V13 V23 (eV):", cx(V[0, 1], 2), cx(V[0, 2], 2), cx(V[1, 2], 2))
print(f"mu0 = {mu0:.6f} eV")
print("exp(beta(eps-mu0)):", row(en, 6))
print("f_n:", row(f, 6))
print("fp_n (1/eV):", row(fp, 6))
print(f"sum fp = {fp.sum():.6f} 1/eV; dN/dmu by differences = {dNdmu:.6f} 1/eV")
print("weights w_n:", row(fp / fp.sum(), 6))
print("D12 D13 D23 (1/eV):", row([D[0, 1], D[0, 2], D[1, 2]], 6))
print("fixed-mu diagonal fp_n V_nn:", row(fp * Vd, 6))
print(f"fixed-mu dN/dlam = {dN_fix:.6f}; differences {np.trace(rho1_fixmu).real:.6f}")
print(f"mu1 = {mu1:.6f} eV; differences (h={hs}) {mu1_fd:.6f} eV")
print("V_nn - mu1 (eV):", row(Vd - mu1, 6))
print("shift term -fp_n mu1:", row(-fp * mu1, 6))
for n in range(3):
    for m in range(n, 3):
        print(f"rho1_{n+1}{m+1} = {cx(rho1[n, m])}; differences {cx(rho1_fd[n, m])}")
print(f"|rho1 - differences| (Frobenius, h={hs}) = {norm(rho1 - rho1_fd):.2e}")
for s in (1, -1):
    m_, r_ = solve_expm(H0 + s * steps[0] * V, kT, N)
    print(f"lam={s * steps[0]:+.1f}: mu = {m_:.7f} eV, diag rho:", row(r_.diagonal().real, 7))
for h, (m_, _), er in zip(steps, fds, errs):
    print(f"h={h}: mu1 diff = {m_:.7f} eV, rho1 error = {er:.4e}")
print("error ratios on halving h:", row(ratios, 3))
print(f"V + {c} eV: mu1 = {mu1_c:.6f} eV, change of rho1 = {norm(rho1_c - rho1_fd):.1e}")
print(f"A0 = {A0:.6f} eV; A' = {A1:.6f} eV; differences (h={ha}) {A1_fd:.6f} eV")
print(f"A'' off-diagonal = {A2_off:.6f} eV, diagonal = {A2_diag:.6f} eV")
print(f"A'' = {A2_off + A2_diag:.6f} eV; differences {A2_fd:.6f} eV")
print(f"30 random cases (h=1e-4): worst deviation = {worst:.1e}")
print("degenerate eps (eV):", row(eps_d, 2))
print(f"degenerate: mu0 = {mu0_d:.6f} eV, fp_2 = {fp_d[1]:.6f} 1/eV, mu1 = {mu1_d:.6f} eV")
print(f"degenerate: rho1_23 = {rho1_d[1, 2].real:.6f}; differences {rho1_dfd[1, 2].real:.6f}")
print(f"low T: kT = {kL} eV = {kL * q_e / k_B:.1f} K, h = {hl}")
print(f"N=1: mu0 = {g[0]:.6f} eV, mu1 = {g[4]:.6f} eV; differences {g_mu:.6f} eV")
print(f"N=1: rho1_11 = {g[5][0, 0].real:.4e}; differences {g_rho[0, 0].real:.4e}; asymptote {asym:.4e}")
print(f"N=1.5: mu1 = {pn[4]:.7f} eV; differences {p_mu:.7f} eV")
print(f"N=1.5: rho1_22 = {pn[5][1, 1].real:.2e}; fixed-mu value {p_fix[1, 1].real:.5f}")
print("every check passed")
```

Running it gives:

```
eps (eV): -0.20 0.00 0.30
kT = 0.10 eV = 1160.5 K, beta = 10.0 1/eV, N = 1.5
V11 V22 V33 (eV): 0.10 0.04 -0.02
V12 V13 V23 (eV): 0.05+0.00i 0.00+0.03i 0.04+0.00i
mu0 = 0.018109 eV
exp(beta(eps-mu0)): 0.112918 0.834357 16.758510
f_n: 0.898539 0.545150 0.056311
fp_n (1/eV): -0.911668 -2.479615 -0.531401
sum fp = -3.922684 1/eV; dN/dmu by differences = 3.922684 1/eV
weights w_n: 0.232409 0.632122 0.135469
D12 D13 D23 (1/eV): -1.766944 -1.684456 -1.629464
fixed-mu diagonal fp_n V_nn: -0.091167 -0.099185 0.010628
fixed-mu dN/dlam = -0.179723; differences -0.179723
mu1 = 0.045816 eV; differences (h=0.001) 0.045816 eV
V_nn - mu1 (eV): 0.054184 -0.005816 -0.065816
shift term -fp_n mu1: 0.041769 0.113607 0.024347
rho1_11 = -0.049397+0.000000i; differences -0.049397-0.000000i
rho1_12 = -0.088347+0.000000i; differences -0.088347-0.000000i
rho1_13 = 0.000000-0.050534i; differences -0.000000-0.050534i
rho1_22 = 0.014423+0.000000i; differences 0.014423-0.000000i
rho1_23 = -0.065179+0.000000i; differences -0.065179-0.000000i
rho1_33 = 0.034975+0.000000i; differences 0.034975+0.000000i
|rho1 - differences| (Frobenius, h=0.001) = 5.39e-09
lam=+0.1: mu = 0.0227135 eV, diag rho: 0.8933910 0.5466035 0.0600056
lam=-0.1: mu = 0.0135512 eV, diag rho: 0.9032738 0.5437225 0.0530038
h=0.1: mu1 diff = 0.0458111 eV, rho1 error = 5.3913e-05
h=0.05: mu1 diff = 0.0458151 eV, rho1 error = 1.3483e-05
h=0.025: mu1 diff = 0.0458161 eV, rho1 error = 3.3710e-06
error ratios on halving h: 3.999 4.000
V + 0.05 eV: mu1 = 0.095816 eV, change of rho1 = 2.3e-13
A0 = -0.286218 eV; A' = 0.110534 eV; differences (h=0.002) 0.110534 eV
A'' off-diagonal = -0.017081 eV, diagonal = -0.005062 eV
A'' = -0.022143 eV; differences -0.022143 eV
30 random cases (h=1e-4): worst deviation = 3.9e-10
degenerate eps (eV): -0.20 0.10 0.10
degenerate: mu0 = 0.016064 eV, fp_2 = -2.106654 1/eV, mu1 = 0.026225 eV
degenerate: rho1_23 = -0.084266; differences -0.084266
low T: kT = 0.01 eV = 116.0 K, h = 0.0001
N=1: mu0 = -0.100000 eV, mu1 = 0.070000 eV; differences 0.070000 eV
N=1: rho1_11 = -1.3619e-04; differences -1.3619e-04; asymptote -1.3620e-04
N=1.5: mu1 = 0.0400000 eV; differences 0.0400000 eV
N=1.5: rho1_22 = 1.24e-08; fixed-mu value -1.00000
every check passed
```
